# Selecting training structures by committee disagreement, and its blind spot: a numerical check

```python
"""
Result under test: the spread of a committee of least-squares potentials
measures how well the training design fixes the coefficients, not the true error.
Truth: E(u) = B (u^2-1)^2 + D u, energies in meV, u dimensionless.
Each label has scatter SIGMA; each of M members adds its own scatter SIGMA.
h(u) = phi(u)^T (Phi^T Phi)^(-1) phi(u) is the leverage of the design.
The loop labels the candidate of largest spread until max spread < TAU.
The even committee cannot represent the tilt D u; the full committee can.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad

B, D, SIGMA, TAU, M, TEMP = 100.0, 20.0, 1.0, 0.5, 16, 300.0
EVEN, FULL = (0, 2, 4), (0, 1, 2, 3, 4)
pool = np.arange(-32, 33) * 0.05
start = np.linspace(-1.2, -0.8, 6)
i_left = int(np.argmin(abs(pool + 1)))
i_right = int(np.argmin(abs(pool - 1)))
KT = constants.k * TEMP / constants.e * 1000


def energy(u):
    return B * (u**2 - 1)**2 + D * u


def features(u, powers):
    u = np.atleast_1d(np.asarray(u, dtype=float))
    return np.stack([u**k for k in powers], axis=1)


def fit(u, labels, powers):
    return np.linalg.lstsq(features(u, powers), labels, rcond=None)[0]


def leverage(u, design, powers):
    phi, mat = features(u, powers), features(design, powers)
    return np.sum((phi @ np.linalg.inv(mat.T @ mat)) * phi, axis=1)


pool_features = {p: features(pool, p) for p in (EVEN, FULL)}


def active_learning(powers, rng):
    x = start.copy()
    y = energy(x) + SIGMA * rng.standard_normal(len(x))
    xi = SIGMA * rng.standard_normal((len(x), M))
    history = []
    for _ in range(500):
        coef = fit(x, y[:, None] + xi, powers)
        pred = pool_features[powers] @ coef
        spread = pred.std(axis=1, ddof=1)
        top = spread.max()
        history.append(top)
        if top < TAU:
            return dict(x=x, y=y, xi=xi, coef=coef, pred=pred, spread=spread,
                        error=pred.mean(axis=1) - energy(pool), history=history)
        # the first candidate among numerical ties has the lowest u
        new = pool[np.flatnonzero(spread >= top * (1 - 1e-9))[0]]
        x = np.append(x, new)
        y = np.append(y, energy(new) + SIGMA * rng.standard_normal())
        xi = np.vstack([xi, SIGMA * rng.standard_normal(M)])
    raise RuntimeError("selection loop did not reach the threshold")


def right_population(potential):
    def weight(u):
        return np.exp(-potential(u) / KT)
    left = quad(weight, -1.6, 0, epsabs=1e-10)[0]
    right = quad(weight, 0, 1.6, epsabs=1e-10)[0]
    return right / (left + right)


even = active_learning(EVEN, np.random.default_rng(11))
full = active_learning(FULL, np.random.default_rng(12))
rng = np.random.default_rng(13)

# Separation of member error into mean error and spread
for run in (even, full):
    member_error = np.mean((run["pred"] - energy(pool)[:, None])**2, axis=1)
    parts = run["error"]**2 + (M - 1) / M * run["spread"]**2
    assert np.allclose(member_error, parts, rtol=1e-9, atol=1e-9)

# Spread of a very large committee on a fixed design against the leverage law;
# relative sampling error of the variance is about 0.01
variance_ratio = {}
for name, powers, run in (("even", EVEN, even), ("full", FULL, full)):
    x = run["x"]
    noisy = energy(x)[:, None] + SIGMA * rng.standard_normal((len(x), 20000))
    sampled = (features(pool, powers) @ fit(x, noisy, powers)).var(axis=1, ddof=1)
    ratio = sampled / (SIGMA**2 * leverage(pool, x, powers))
    assert np.max(abs(ratio - 1)) < 0.06
    variance_ratio[name] = ratio[i_right]

# Replacing the true energies by unrelated ones leaves the spread unchanged
other_labels = 300 * np.sin(5 * full["x"])
other = features(pool, FULL) @ fit(full["x"], other_labels[:, None] + full["xi"], FULL)
spread_change = np.max(abs(other.std(axis=1, ddof=1) - full["spread"]))
assert spread_change < 1e-8

# Effect of one more structure on leverage and determinant
u_add = 0.5
h_before = leverage(u_add, full["x"], FULL)[0]
x_more = np.append(full["x"], u_add)
h_after = leverage(u_add, x_more, FULL)[0]
mat_old, mat_new = features(full["x"], FULL), features(x_more, FULL)
det_ratio = np.exp(np.linalg.slogdet(mat_new.T @ mat_new)[1]
                   - np.linalg.slogdet(mat_old.T @ mat_old)[1])
assert abs(h_after - h_before / (1 + h_before)) < 1e-8
assert abs(det_ratio - (1 + h_before)) < 1e-7

# Selection by disagreement against random selection with equal label number
n_full = len(full["x"])
selected_max = SIGMA * np.sqrt(leverage(pool, full["x"], FULL).max())
random_max = []
for _ in range(200):
    design = np.append(start, rng.choice(pool, n_full - len(start)))
    random_max.append(SIGMA * np.sqrt(leverage(pool, design, FULL).max()))
random_median = np.median(random_max)
assert selected_max < random_median

# Blind spot of the even committee
assert np.all(even["x"] <= 0)
assert np.allclose(even["spread"], even["spread"][::-1], atol=1e-9)
assert np.allclose(even["error"], even["error"][::-1] - 2 * D * pool, atol=1e-8)
assert abs(even["error"][i_right]) > 20 * even["spread"].max()

# Noise-free fit of the whole truth against the projected missing tilt
x = even["x"]
direct_bias = features(pool, EVEN) @ fit(x, energy(x), EVEN) - energy(pool)
mat = features(x, EVEN)
projected = features(pool, EVEN) @ np.linalg.inv(mat.T @ mat) @ mat.T @ (D * x)
assert np.allclose(direct_bias, projected - D * pool, atol=1e-7)

# Many labels on both sides: spread shrinks, missing tilt remains
x_dense = np.tile(pool, 100)
y_dense = energy(x_dense) + SIGMA * rng.standard_normal(len(x_dense))
xi_dense = SIGMA * rng.standard_normal((len(x_dense), M))
pred_dense = features(pool, EVEN) @ fit(x_dense, y_dense[:, None] + xi_dense, EVEN)
spread_dense = pred_dense.std(axis=1, ddof=1)
error_dense = pred_dense.mean(axis=1) - energy(pool)
assert np.all(np.maximum(abs(error_dense), abs(error_dense[::-1]))
              >= D * abs(pool) - 1e-8)
assert spread_dense.max() < 0.2 * even["spread"].max()
assert abs(error_dense[i_right] + D) < 0.5 and abs(error_dense[i_left] - D) < 0.5

# Repeated adaptive runs: calibration of the full class, blindness of the even class
RUNS = 600
error_ratio, spread_ratio, even_errors, even_spreads = [], [], [], []
for _ in range(RUNS):
    run = active_learning(FULL, rng)
    h = leverage(1.0, run["x"], FULL)[0]
    error_ratio.append(run["error"][i_right]**2 / (SIGMA**2 * h * (1 + 1 / M)))
    spread_ratio.append(run["spread"][i_right]**2 / (SIGMA**2 * h))
    run = active_learning(EVEN, rng)
    even_errors.append(abs(run["error"][i_right]))
    even_spreads.append(run["spread"][i_right])
# the mean of RUNS squared unit Gaussians has standard error sqrt(2/RUNS) = 0.058
assert abs(np.mean(error_ratio) - 1) < 4 * np.sqrt(2 / RUNS)
assert min(even_errors) > 20 * max(even_spreads)

# Error of the full committee: five-coefficient Gaussian envelope, chance about 1e-4
envelope = 5.1 * selected_max * np.sqrt(1 + 1 / M)
assert np.max(abs(full["error"])) < envelope

# One independent label in the right well
new_label = energy(1.0) + SIGMA * rng.standard_normal()
z_score = {}
for name, powers, run in (("even", EVEN, even), ("full", FULL, full)):
    h = leverage(1.0, run["x"], powers)[0]
    scale = SIGMA * np.sqrt(1 + h * (1 + 1 / M))
    z_score[name] = abs(new_label - run["pred"][i_right].mean()) / scale
assert z_score["even"] > 10 and z_score["full"] < 4

# Classical populations on the sampled interval
population = {"true": right_population(energy)}
for name, powers, run in (("even", EVEN, even), ("full", FULL, full)):
    c = run["coef"].mean(axis=1)
    population[name] = right_population(
        lambda u, c=c, p=powers: sum(a * u**k for a, k in zip(c, p)))
assert abs(population["full"] - population["true"]) < 0.03
assert population["even"] - population["true"] > 0.2

stationary = np.sort(np.roots([4 * B, 0, -4 * B, D]).real)
print(f"B = {B:.0f} meV, D = {D:.0f} meV, label scatter = {SIGMA:.1f} meV")
print(f"members = {M}, threshold = {TAU:.1f} meV, starting labels = {len(start)}")
print("starting u:", np.round(start, 2))
print(f"candidates: {len(pool)} values, u from {pool[0]:.1f} to {pool[-1]:.1f}")
print("true stationary u (left, barrier, right):", np.round(stationary, 4))
print("true energies there (meV):", np.round(energy(stationary), 3))
print(f"true E(-1), E(+1): {energy(-1.0):.1f}, {energy(1.0):.1f} meV")
for name, run in (("even", even), ("full", full)):
    s, e = run["spread"], run["error"]
    print(f"{name}: labels at stop = {len(run['x'])}")
    print(f"{name}: first six selected u =", np.round(run["x"][6:12], 2))
    print(f"{name}: labels with u > 0 = {np.sum(run['x'] > 0)}")
    print(f"{name}: initial max spread = {run['history'][0]:.4g} meV")
    print(f"{name}: final max spread = {s.max():.3f} meV")
    print(f"{name}: spread at u=-1, +1 = {s[i_left]:.3f}, {s[i_right]:.3f} meV")
    print(f"{name}: error at u=-1, +1 = {e[i_left]:.3f}, {e[i_right]:.3f} meV")
    print(f"{name}: max |error|, u<=0 = {abs(e[pool <= 0]).max():.3f} meV")
    print(f"{name}: max |error|, all u = {abs(e).max():.3f} meV")
    print(f"{name}: large-committee variance / law at u=1 = {variance_ratio[name]:.3f}")
    print(f"{name}: new label at u=1, deviation / scale = {z_score[name]:.2f}")
print(f"even: noise-free error at u=-1, +1 = {direct_bias[i_left]:.3f}, "
      f"{direct_bias[i_right]:.3f} meV")
print(f"new label at u=1 = {new_label:.3f} meV")
print(f"spread change after replacing all energies = {spread_change:.1e} meV")
print(f"add u=0.5: h before, after = {h_before:.4f}, {h_after:.4f}")
print(f"add u=0.5: determinant ratio = {det_ratio:.4f}")
print(f"full: max sigma*sqrt(h), selected = {selected_max:.3f} meV")
print(f"full: same, median of 200 random designs = {random_median:.3f} meV")
print(f"dense even: labels = {len(x_dense)}, max spread = {spread_dense.max():.4f} meV")
print(f"dense even: error at u=-1, +1 = {error_dense[i_left]:.3f}, "
      f"{error_dense[i_right]:.3f} meV")
print(f"repeated adaptive runs per committee = {RUNS}")
print(f"full: mean squared error / law at u=1 = {np.mean(error_ratio):.3f}")
print(f"full: mean stopped spread^2 / (sigma^2 h) at u=1 = {np.mean(spread_ratio):.3f}")
print(f"even: smallest |error| at u=1 over runs = {min(even_errors):.2f} meV")
print(f"even: largest spread at u=1 over runs = {max(even_spreads):.3f} meV")
print(f"kT at {TEMP:.0f} K = {KT:.3f} meV")
for name in ("true", "even", "full"):
    print(f"right-well population, {name} = {population[name]:.4f}")
print("finished without a failed check")
```

It prints:

```
B = 100 meV, D = 20 meV, label scatter = 1.0 meV
members = 16, threshold = 0.5 meV, starting labels = 6
starting u: [-1.2  -1.12 -1.04 -0.96 -0.88 -0.8 ]
candidates: 65 values, u from -1.6 to 1.6
true stationary u (left, barrier, right): [-1.0241  0.0501  0.974 ]
true energies there (meV): [-20.244 100.501  19.743]
true E(-1), E(+1): -20.0, 20.0 meV
even: labels at stop = 15
even: first six selected u = [-1.6  0.  -1.6  0.  -1.6  0. ]
even: labels with u > 0 = 0
even: initial max spread = 13.12 meV
even: final max spread = 0.476 meV
even: spread at u=-1, +1 = 0.343, 0.343 meV
even: error at u=-1, +1 = 0.318, -39.682 meV
even: max |error|, u<=0 = 3.782 meV
even: max |error|, all u = 63.773 meV
even: large-committee variance / law at u=1 = 1.005
even: new label at u=1, deviation / scale = 35.75
full: labels at stop = 17
full: first six selected u = [ 1.6   0.95 -1.6   0.05  1.15  1.25]
full: labels with u > 0 = 8
full: initial max spread = 1.02e+05 meV
full: final max spread = 0.491 meV
full: spread at u=-1, +1 = 0.393, 0.445 meV
full: error at u=-1, +1 = 0.523, 0.401 meV
full: max |error|, u<=0 = 0.603 meV
full: max |error|, all u = 0.603 meV
full: large-committee variance / law at u=1 = 0.995
full: new label at u=1, deviation / scale = 0.96
even: noise-free error at u=-1, +1 = 0.044, -39.956 meV
new label at u=1 = 19.334 meV
spread change after replacing all energies = 1.1e-13 meV
add u=0.5: h before, after = 0.5503, 0.3550
add u=0.5: determinant ratio = 1.5503
full: max sigma*sqrt(h), selected = 0.918 meV
full: same, median of 200 random designs = 3.490 meV
dense even: labels = 6500, max spread = 0.0416 meV
dense even: error at u=-1, +1 = 19.993, -20.007 meV
repeated adaptive runs per committee = 600
full: mean squared error / law at u=1 = 1.108
full: mean stopped spread^2 / (sigma^2 h) at u=1 = 0.879
even: smallest |error| at u=1 over runs = 38.47 meV
even: largest spread at u=1 over runs = 0.492 meV
kT at 300 K = 25.852 meV
right-well population, true = 0.1920
right-well population, even = 0.5000
right-well population, full = 0.1928
finished without a failed check
```
